# Choosing a degeneracy threshold for Berry curvature from projector polynomials

In a three-band kagome model with two bands $3.9\times10^{-4}\,t$ apart ($t$ is the hopping energy), the Berry curvature of the lowest band was computed twice from the same stored matrix by the same formula. With energies from a numerical diagonalizer the median relative error was $3\times10^{-12}$. With energies from the closed solution of the characteristic cubic it was $3\times10^{-9}$. The summed curvature of the close pair had an absolute error of $3\times10^{-5}a^2$ when the two values were added, and about $5\times10^{-20}a^2$ when it was taken from the third band ($a$ is the lattice constant).

These differences bear on a setting of programs that compute band geometry: the degeneracy threshold, the separation $g_c$ below which bands are treated as a group. Its value depends on the accuracy of $H$, on the source of the energies and on which quantity is wanted.

## What is computed

Let $H(\mathbf k)$ be a smooth Hermitian $N\times N$ matrix in a fixed basis, and $E$ a nondegenerate eigenvalue with normalized eigenvector $u$. Write $P=|u\rangle\langle u|$, $Q=1-P$ and $\partial_i=\partial/\partial k_i$. The quantum geometric tensor is

$$T_{ij}=\langle\partial_i u|Q|\partial_j u\rangle,\qquad g_{ij}=\mathrm{Re}\,T_{ij},\qquad \Omega=-2\,\mathrm{Im}\,T_{xy}.$$

Here $g_{ij}$ is the metric, and the sign of $\Omega=\partial_xA_y-\partial_yA_x$ belongs to $A_i=i\langle u|\partial_i u\rangle$.

To remove the arbitrary phase of $u$, note that $\partial_jP|u\rangle=|\partial_ju\rangle+|u\rangle\langle\partial_ju|u\rangle$. Normalization gives $\langle\partial_ju|u\rangle=-\langle u|\partial_ju\rangle$, so $\partial_jP|u\rangle=Q|\partial_ju\rangle$. Hence

$$T_{ij}=\mathrm{Tr}[P\,\partial_iP\,\partial_jP].$$

## The projector as a polynomial in $H$

Let $p(x)=\det(x-H)=\sum_{n=0}^N c_nx^{N-n}$ with $c_0=1$, and let $A(x)$ be the adjugate of $x-H$, so that $(x-H)A(x)=p(x)$. Its entries have degree at most $N-1$; write $A(x)=\sum_{n=0}^{N-1}B_nx^{N-1-n}$. Matching powers of $x$ gives

$$B_0=1,\qquad B_n=HB_{n-1}+c_n,\qquad B_N=0.$$

The last equation is the Cayley–Hamilton theorem, $p(H)=0$.

The coefficients follow from traces. On an eigenvector with energy $E_\beta$, $A(x)$ has the eigenvalue $\prod_{\gamma\neq\beta}(x-E_\gamma)$. Summing over $\beta$ gives $\mathrm{Tr}\,A(x)=p'(x)$, hence $\mathrm{Tr}\,B_n=(N-n)c_n$. The trace of the recursion is $\mathrm{Tr}\,B_n=\mathrm{Tr}(HB_{n-1})+Nc_n$. Subtracting,

$$c_n=-\tfrac1n\mathrm{Tr}(HB_{n-1}).$$

At $x=E$ every eigenvalue of $A$ contains a zero factor except the one on $u$, which is $p'(E)$. Therefore

$$P=\frac{A(E)}{p'(E)}.$$

The denominator is the product of the separations from all other levels, and it vanishes at a degeneracy.

## Curvature without differentiating energies

The reduced resolvent is $R=\sum_{\beta\ne\alpha}P_\beta/(E-E_\beta)$, where $\alpha$ is the chosen band. It is the constant term of $(x-H)^{-1}=A(x)/p(x)$ near $x=E$. With $y=x-E$,

$$\frac{A(E)+yA'(E)+\dots}{y\,p'(E)\,[1+y\,p''(E)/2p'(E)+\dots]}
=\frac Py+\frac{A'(E)-\tfrac12p''(E)P}{p'(E)}+\dots$$

so that

$$R=\frac{A'(E)-\tfrac12p''(E)P}{p'(E)}.$$

Differentiating $HP=EP$ gives $(E-H)\partial_jP=(\partial_jH)P-(\partial_jE)P$. Multiply from the left by $R$. Since $R(E-H)=Q$ and $RP=0$, the energy derivative drops out:

$$Q\,\partial_jP=R(\partial_jH)P.$$

Differentiating $P^2=P$ gives $P(\partial_iP)P=0$, so a factor $Q$ may be inserted between the two derivatives in $T_{ij}$. The left factor is then the adjoint of the relation above, $P\,\partial_iP\,Q=P(\partial_iH)R$, and

$$T_{ij}=\mathrm{Tr}[P(\partial_iH)R^2(\partial_jH)].$$

This needs $H$, its derivatives and one energy. A five-band test against numerically differentiated projectors agreed to about $10^{-8}$ relative to the largest tensor component.

## Three bands, with numbers

For a traceless $3\times3$ matrix set $C_n=\mathrm{Tr}\,H^n$. The recursion gives $c_1=0$, $B_1=H$, $c_2=-C_2/2$, $B_2=H^2-C_2/2$ and $c_3=-C_3/3$. Thus $p'(E)=3E^2-C_2/2$, $p''(E)=6E$, and

$$P=\frac{H^2+EH+E^2-C_2/2}{3E^2-C_2/2},\qquad
R=\frac{H+2E-3EP}{3E^2-C_2/2}.$$

For the energies put $E=2\rho\cos\theta$ with $\rho^2=C_2/6$. The characteristic equation $E^3-3\rho^2E=C_3/3$ becomes $2\rho^3(4\cos^3\theta-3\cos\theta)=C_3/3$, or

$$\cos3\theta=\frac{C_3}{6\rho^3}.$$

The kagome matrix has zero diagonal and

$$H_{AB}=2(-t+i\lambda)c_{AB},\quad H_{AC}=2(-t-i\lambda)c_{AC},\quad H_{BC}=2(-t+i\lambda)c_{BC}.$$

Here $c_{ss'}=\cos(\mathbf k\cdot\mathbf d_{ss'})$, with $\mathbf d_{AB}=(\tfrac12,0)a$, $\mathbf d_{AC}=(\tfrac14,\tfrac{\sqrt3}4)a$ and $\mathbf d_{BC}=\mathbf d_{AC}-\mathbf d_{AB}$. Take $t=1$, $\lambda=0.2$ and $\mathbf k=(2,1)/a$. The cosines are 0.5403, 0.5954 and 0.9978, so

$$C_2=8(t^2+\lambda^2)\sum c^2=8.32\times1.6420=13.661\,t^2.$$

The lowest root is $E_1=-2.8967\,t$, with $p'=3(8.3908)-6.8306=18.342\,t^2$. The diagonal element of $H^2$ on site $A$ is $4.16(0.2919+0.3545)=2.689\,t^2$, hence

$$P_{AA}=\frac{2.689+8.391-6.831}{18.342}=0.2317.$$

The three curvatures are $-0.0179$, $-0.1832$ and $0.2010\,a^2$. They sum to zero, because written in eigenstates

$$T^{(\alpha)}_{xy}=\sum_{\beta\ne\alpha}\frac{(\partial_xH)_{\alpha\beta}(\partial_yH)_{\beta\alpha}}{(E_\alpha-E_\beta)^2},$$

and exchanging $\alpha$ and $\beta$ conjugates the numerator. Each pair therefore contributes opposite curvatures to its two bands, but equal amounts to their metrics.

The derivatives here use the true site positions $\mathbf r_s$. Multiplying the components of $u$ by $e^{i\mathbf k\cdot\mathbf r_s}$ makes $H$ periodic in $\mathbf k$, but changes $\mathbf A$ by $-\langle\mathbf r\rangle$, where $\langle\mathbf r\rangle=\sum_s\mathbf r_s|u_s|^2$. The curvature changes by $-\partial_x\langle r_y\rangle+\partial_y\langle r_x\rangle$; for band 1 it becomes $-0.0159\,a^2$. As $\langle\mathbf r\rangle$ is periodic, the change integrates to zero over the zone. Local values should therefore be compared in one convention, while Chern numbers agree in both.

## The limit set by the matrix itself

Suppose $H$ changes by a small $\delta H$. The argument that gave $Q\partial P$ now gives, to first order,

$$\delta P=R\,\delta H\,P+P\,\delta H\,R.$$

The two terms occupy different off-diagonal blocks and have equal Frobenius norm, so $\|\delta P\|^2=2\|R\,\delta H\,P\|^2\le2\|Q\,\delta H\,P\|^2/g^2$, where $g$ is the distance to the nearest level. The matrix $\delta H$ contains that block and its adjoint, so $\|\delta H\|^2\ge2\|Q\,\delta H\,P\|^2$. Therefore

$$\|\delta P\|\le\|\delta H\|/g .$$

A perturbation coupling just the closest pair reaches the bound: the measured ratio of the two sides was 1.00000. Among 200 random perturbations the largest was 0.92.

No algorithm can recover information already lost from $H$. Storing $H$ to unit roundoff $\varepsilon\approx1.1\times10^{-16}$, with bandwidth $W$, can leave an uncertainty of order $\varepsilon W/g$ in $P$, whose norm is 1. An interpolation or fitting error $\eta$ in $H$ can leave one of order $\eta/g$, the stronger restriction whenever $\eta>\varepsilon W$. The close-pair term of the curvature has the scale $|\partial H|^2/g^2$, and its uncertainty is the same fraction of that scale. If a single-band curvature is wanted to accuracy $\tau$ relative to $|\partial H|^2/g^2$, a reasonable starting value is

$$g_c\sim\max(\eta,\varepsilon W)/\tau.$$

For $\eta=10^{-4}t$ and $\tau=0.01$ this is $10^{-2}t$. It is an order-of-magnitude estimate: the squared energy denominator and the rotation of the states add a factor of a few, and errors in $\partial H$ are not included. Where $|\Omega|$ is much smaller than $|\partial H|^2/g^2$, the error relative to $\Omega$ itself is larger. In the formula for $\Omega_1$ of the next section, $\Omega_1\propto\lambda$ at fixed $g$, so an error $\eta$ in the $\sigma_y$ term gives a relative error of order $\eta/\lambda$, which exceeds $\eta/g$ when $vq\gg\lambda$.

## A close pair at the zone corner

At $K=(4\pi/3,0)/a$ the cosines are $-\tfrac12,\tfrac12,\tfrac12$. For $\lambda=0$ the vector $(1,1,-1)/\sqrt3$ has energy $2t$, and the two states orthogonal to it have energy $-t$. In their basis $(1,-1,0)/\sqrt2$, $(1,1,2)/\sqrt6$, expansion to first order in $\mathbf q=\mathbf k-K$ and $\lambda$ gives

$$h=-t+v(q_y\sigma_x-q_x\sigma_z)+\sqrt3\lambda\sigma_y,\qquad v=\tfrac{\sqrt3}2ta .$$

The gap is $g=2\sqrt{v^2q^2+3\lambda^2}$. For a two-level matrix $\mathbf d\cdot\boldsymbol\sigma$ with $\mathbf n=\mathbf d/|\mathbf d|$, insert $P_\mp=(1\mp\mathbf n\cdot\boldsymbol\sigma)/2$ in the pair formula. The traces of three Pauli matrices give $\mathrm{Im}\,T_{xy}=-\mathbf n\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)/g^2$ for the lower band. Here the cross product is $(0,-v^2,0)$, so for $\lambda>0$

$$\Omega_1=-\frac{2v^2n_y}{g^2}=-\frac{4\sqrt3\,v^2\lambda}{g^3}.$$

At $K$, $n_y=1$ and $g=2\sqrt3\lambda$, hence $\Omega_1\to-a^2t^2/(8\lambda^2)$ as $\lambda\to0$. At $\lambda=10^{-3}t$ the full three-band value is $-1.25\times10^5a^2$, in agreement.

This peak must not be discarded by the threshold. Integrate $\Omega_1$ over the disc where the gap is below $g_c$. Since $g\,dg=4v^2q\,dq$,

$$\int_{g<g_c}\Omega_1\,d^2q=-2\sqrt3\,\pi\lambda\int_{2\sqrt3\lambda}^{g_c}\frac{dg}{g^2}
=-\pi\left(1-\frac{2\sqrt3\lambda}{g_c}\right).$$

For $\lambda\ll g_c\ll t$ this is nearly $-\pi$, half a unit of Chern number. The other corner contributes equally because $H(-\mathbf k)=H(\mathbf k)$. Deleting small denominators can thus remove almost the whole Chern number of band 1, which is $-1$. Grouping is a change of the quantity computed; deletion is an error in it.

The peak also sets the grid. Its width is about $\sqrt3\lambda/v=2\lambda/(ta)$, or $0.4/a$ at $\lambda=0.2t$. The $60\times60$ grid has spacing $0.12/a$ and gives Chern numbers $-1,0,1$ to the eight decimals printed, matching the independent link-variable calculation. A smaller $\lambda$ needs a proportionally finer grid near the corners.

## Where the energies should come from

Let the energy inserted in the polynomial be $E+\delta$, with the partner at $E+g$ and all other levels far away. Up to far-level factors that cancel at leading order, $A$ has eigenvalues $\delta-g$ on the chosen state and $\delta$ on its partner, and $p'=2\delta-g$. For $|\delta|\ll g$ the computed $P$ is $1+\delta/g$ on the chosen state instead of 1. The pair has $p''=2$ and $A'=1$, so $R=(1-P)/p'$, which on the partner is

$$-\frac{1+\delta/g}{g(1-2\delta/g)}\approx-\frac1g\left(1+\frac{3\delta}g\right).$$

The curvature contains one factor of $P$ and two of $R$, so its relative error is $(1+6)\delta/g=7\delta/g$. The spurious part of $P$ on the partner multiplies a real trace and does not enter $\Omega$ at this order.

A backward-stable diagonalizer, asked for eigenvalues alone, has $\delta$ of order $\varepsilon W$. With few bands, and the other levels at distances of order $W$, the polynomial itself adds a similar error: its numerator has rounding errors of order $\varepsilon W^{N-1}$ and its denominator is of order $gW^{N-2}$. The total is then of order $\varepsilon W/g$. With many bands spread over $W$, most separations are well below $W$, so $p'$ is much smaller than $gW^{N-2}$ and the polynomial loses further digits. Eigenvectors are then the safer choice.

The cubic formula behaves differently. Near $K$, $\rho\approx t$ and $\theta$ is small. The lower roots are $2\rho\cos(\theta\pm2\pi/3)$, so $g=2\sqrt3\rho\sin\theta\approx2\sqrt3\rho\theta$. An error $\delta_x$ in $\cos3\theta$ changes $\theta$ by $\delta_x/(3\sin3\theta)\approx\delta_x/(9\theta)$ in magnitude, and a lower root by

$$|\delta|\approx\sqrt3\rho\,\frac{|\delta_x|}{9\theta}=\frac{2\rho^2|\delta_x|}{3g}.$$

The energy error now grows as $1/g$ and the curvature error as $1/g^2$. With $|\delta_x|=\varepsilon$ and $g=3.87\times10^{-4}t$, the estimate $7\times\tfrac23\varepsilon t^2/g^2$ is $3.5\times10^{-9}$; the measured median is $3.2\times10^{-9}$. The size of $\delta_x$ was assumed, so the agreement supports the mechanism without fixing the prefactor.

Over three decades of gap, the fitted powers of $g$ in the error are $-0.95$ for eigenvectors, $-1.05$ for the polynomial with diagonalizer energies and $-1.97$ with cubic roots. The polynomial's error is about 1.8 to 3.4 times that of eigenvectors here, but degrades at the same rate. If cubic roots must be used, extrapolation puts complete loss of accuracy near $g\sim\sqrt\varepsilon\,W$, and $g_c$ should be at least of order $W\sqrt{\varepsilon/\tau}$.

## What grouping preserves

For a group with projector $G=\sum_{\alpha\in G}P_\alpha$, the pair terms inside the group cancel from the summed curvature. What remains involves separations from outside levels and stays smooth when the group becomes degenerate. In a three-band model the pair has $G=1-P_3$ and

$$\Omega_1+\Omega_2=-\Omega_3 .$$

Adding the two polynomial values is inaccurate because both are large and their rounding errors do not cancel. In the sum over eigenstates the same pair term enters both bands with opposite sign, so most of its error cancels on addition. The errors were measured at $vq=\tfrac{\sqrt3}2\lambda$, where $g=3.87\lambda$ and $|\Omega_1|\approx0.089\,a^2t^2/\lambda^2$. At $\lambda=10^{-4}t$ this is $9\times10^6a^2$; times the relative error $3\times10^{-12}$ it gives the observed $3\times10^{-5}a^2$.

The error of $-\Omega_3$ lies far below $\varepsilon a^2$ for a reason special to this model. At $\lambda=0$ the matrix is real and $\Omega_3=0$. The third level is separated by about $3t$, so $\Omega_3$ is smooth and of order $\lambda a^2/t$. Every imaginary part in the arithmetic also carries a factor $\lambda$, and rounding is of order $\varepsilon\lambda a^2/t\sim10^{-20}a^2$. A general complex model should be expected to give an error that does not shrink with $\lambda$, of order $\varepsilon|\partial H|^2/\Delta^2$, where $\Delta$ is the distance to the third level; here that would be about $10^{-17}a^2$.

The metric does not add in this way. The tensor of the group is $T_{ij}=\mathrm{Tr}[G\,\partial_iG\,\partial_jG]$. Differentiating $G^2=G$ gives $(1-G)\partial_iG=(\partial_iG)G$, so $\mathrm{Tr}[\partial_iG\,\partial_jG]=T_{ij}+T_{ji}=2\,\mathrm{Re}\,T_{ij}$. The metric is thus $\tfrac12\mathrm{Tr}[\partial_iG\,\partial_jG]$, and for $G=1-P_3$ it equals that of band 3. At the worked point $g_{xx}=0.0937\,a^2$ for the pair, while the separate values sum to $0.0178+0.1098=0.1276\,a^2$. The difference is the motion of the two states within their own plane.

Grouping suits a sum over filled bands when all members are equally occupied. With occupations $f_\alpha$, a pair contributes to the summed curvature in proportion to $f_\alpha-f_\beta$. If the Fermi level lies between them and $k_BT\ll g$, the pair term is physical and must be resolved. For $k_BT\gg g$ it is suppressed by $f_\alpha-f_\beta\approx g/4k_BT$: in the two-level model at $K$, with the Fermi level at midgap and $g_c\ll k_BT$, the integral over the disc falls from nearly $-\pi$ to $-\frac{\sqrt3\pi\lambda}{2k_BT}\ln\frac{g_c}{2\sqrt3\lambda}$.

## Three or more close levels

Let $m$ levels have all their mutual separations of order $g$, with the remaining $N-m\ge1$ levels at distances of order $W$. Then $p'$ is of order $g^{m-1}W^{N-m}$, while the expanded numerator still has rounding errors of order $\varepsilon W^{N-1}$. The projector error is of order $\varepsilon(W/g)^{m-1}$, even with good energies. Removing the trace does not help, because the distant level keeps the norm of $H$ at $W$.

The cure is to isolate the group first. Compute $G=1-\sum P_{\rm far}$, which is accurate if the far levels are few and are separated from the group and from each other by distances of order $W$, and then

$$P_\alpha=\prod_{\beta\in G,\,\beta\neq\alpha}\frac{G(H-E_\beta)G}{E_\alpha-E_\beta}.$$

Each factor is 1 on state $\alpha$, the factor for $\beta$ vanishes on state $\beta$, and $G$ removes the far levels. Each matrix $G(H-E_\beta)G$ has norm of order $g$ and rounding error of order $\varepsilon W$. In a product of $m-1$ of them the error is of order $\varepsilon Wg^{m-2}$; division by $g^{m-1}$ restores $\varepsilon W/g$.

For random four-level matrices with a cluster of three and $g=10^{-5}W$, the median projector errors were $9\times10^{-12}$ for eigenvectors, $1.2\times10^{-7}$ for the expanded polynomial and $1.2\times10^{-11}$ for the two-stage product. The fitted powers of $g$ were $-1.00$, $-1.98$ and $-0.96$. Larger clusters rest on the estimate, which assumes comparable spacings. If three levels are $g$ apart and a fourth member of the group lies at $\Delta\gg g$, the factors have norm $\Delta$ and the denominator is $g^2\Delta$, so the two-stage error grows to order $\varepsilon W\Delta/g^2$, while eigenvectors keep $\varepsilon W/g$. For curvature, build $R$ from the separate projectors and energy differences; its error in clusters was not measured.

## Setting the threshold

1. Decide whether the result needs single bands or the summed curvature of equally occupied ones. For the sum, group close bands and evaluate it through the complement; a generous $g_c$ then costs little accuracy, provided the group contains only equally occupied bands and the outside levels are few and well separated from the group and from each other.
2. For single bands, estimate the error $\eta$ of $H$ and start from $g_c\sim\max(\eta,\varepsilon W)/\tau$. Below it, report the group or improve $H$.
3. Take energies from an eigenvalue routine. The trigonometric roots of the cubic add a second lower limit, $g_c\gtrsim W\sqrt{\varepsilon/\tau}$; use the larger of this and the value from step 2. The second limit matters only when $H$ is very accurate, $\eta<W\sqrt{\varepsilon\tau}$.
4. With many bands use eigenvectors. With few bands, of which three or more are close, use eigenvectors, or the two-stage projector if the spacings within the cluster are comparable.
5. Vary $g_c$ and the grid separately. A Chern number that moves with $g_c$ suggests that pair terms are being deleted; one that moves with the grid suggests an unresolved peak.

The full set of values is in the numerical output below.

## Table of computed values

```
five-band check, max relative deviation: 1.3e-08
kagome: t=1, lam=0.2 t, k=(2.0,1.0)/a
cosines AB, AC, BC: [0.540302 0.595416 0.997757]
C2=13.661161 t^2, C3=-13.558332 t^3
band 1: E=-2.896686 t, p'=18.341796 t^2
  Omega=-0.017860 a^2
  gxx=0.017847 gxy=0.007820 gyy=0.010802 a^2
  P diagonal: [0.23168  0.377062 0.391258]
  P_AB=0.295033+0.017692j
band 2: E=0.715209 t, p'=-5.296011 t^2
  Omega=-0.183188 a^2
  gxx=0.109782 gxy=-0.004830 gyy=0.121641 a^2
band 3: E=2.181478 t, p'=7.445956 t^2
  Omega=0.201048 a^2
  gxx=0.093672 gxy=-0.014341 gyy=0.113091 a^2
band 1 Omega, periodic form of H: -0.015948 a^2
grid 60x60, smallest gaps: 0.6928, 1.3042 t
band 1: Chern=-1.00000000, links=-1.0000, int tr g/2pi=1.42653
band 2: Chern=+0.00000000, links=-0.0000, int tr g/2pi=2.46217
band 3: Chern=+1.00000000, links=+1.0000, int tr g/2pi=1.10080
K, lam=0.001 t: gap=3.464102e-03 t, Omega1=-1.25000e+05 a^2
  8 lam^2 Omega1=-1.000000 t^2 a^2
gap*|dP|/|dH|: pair coupling 1.00000, random max 0.91948
close pair, median relative errors of Omega1:
  gap/t     eigvec    poly      poly+cubic roots
  3.87e-02  1.2e-14  2.2e-14  3.0e-13
  3.87e-03  1.2e-13  2.6e-13  2.4e-11
  3.87e-04  9.0e-13  3.1e-12  3.2e-09
  3.87e-05  9.3e-12  2.9e-11  2.1e-07
  fitted powers of gap: [-0.95 -1.05 -1.97]
Omega1+Omega2 at gap 3.87e-04 t, absolute errors:
  by addition 2.8e-05, as -Omega3 4.6e-20 a^2
three-level cluster, median projector errors:
  gap       eigvec    poly      two-stage
  1e-02     8.9e-15  1.4e-13  1.8e-14
  1e-03     1.0e-13  1.7e-11  1.3e-13
  1e-04     8.6e-13  1.5e-09  1.8e-12
  1e-05     9.2e-12  1.2e-07  1.2e-11
  fitted powers of gap: [-1.   -1.98 -0.96]
```
